Why Cracks on Silicon (110) Hold One Direction and Leave Another

Take a straight crack in a perfect crystal whose bonds are linear springs that snap when they have stored an energy E_b. Let k_s and k_b be the stiffnesses against bond stretching and bond bending, and a the lattice constant. Loads are measured by the stress intensity K, defined by the tensile stress K/√(2πx) at a distance x ahead of the tip. A surface energy scales as E_b/a², an elastic modulus as k_s/a, and in a linear body the snapping load is proportional to the critical stretch, hence to √E_b. Dimensions then leave one form for the load K₊ at which the next bond breaks:

K₊ = √(2γE′) F(k_b/k_s, direction).

Here 2γ is the energy per area needed to separate the crystal on the crack plane, and E′ is the modulus that relates K to the energy released by crack growth.

Two cracks on (110), one running along [1-10] and one along [001], share 2γ. They need not share E′ or F. Nor does 2γ of the crack plane say whether a bond off that plane will break first. Cleavage experiments find the first direction easy, while a crack driven along the second turns onto {111} planes. The explanation must therefore go beyond the surface energy of (110).

**What symmetry fixes**

Let x be the direction of propagation, y the normal [110], and z the crack front. For propagation along [1-10] the front is [001]; for propagation along [001] it is [1-10].

Diamond-structure silicon has a mirror plane (110) through each atomic layer. Follow this reflection by the lattice translation (a/2)[101]. Its component along [110] is a/(2√2), one layer spacing, so the combined operation reflects the crystal about the midplane between two layers. That is the crack plane. The same translation advances the crystal by

a/(2√2) along [1-10], and a/2 along [001].

Tensile loading is unchanged by the reflection. Each bond row is therefore equivalent to the next, even though successive rows in the [001] direction lean alternately forward and backward. For a = 5.43 Å the steps are 1.920 Å and 2.715 Å. The length of front per bond is a in the first case and a/√2 in the second, so the area per bond is a²/(2√2) = 10.42 Å² in both.

The available planes differ more sharply. A plane (hkl) contains a direction [uvw] if hu + kv + lw = 0. For the front [001] this requires l = 0, which no {111} plane satisfies. The front [1-10] lies in both (111) and (11-1). Their angle θ to (110) follows from

cos θ = 2/(√3√2) = √(2/3), so θ = 35.26°.

A crack running along [001] can therefore turn onto {111} with its whole front straight. A crack running along [1-10] would have to divide its front into facets.

**The energy balance is nearly a tie**

Count cut bonds. A (110) layer has two atoms in an area a × a/√2, each with one bond across the cut, giving 2√2/a² bonds per area. A (111) cut severs one bond per area √3a²/4, giving 4/(√3a²). If each bond costs the same energy,

γ(111)/γ(110) = [4/√3]/[2√2] = √(2/3) = 0.8165.

With a rough bond energy of 2.3 eV, 2γ is 3.53 J/m² on (110) and 2.89 J/m² on (111). Rebonding of the new surfaces is left out.

Turning also reduces the driving force. In an isotropic solid, the tensile and shear stresses on a plane at angle θ ahead of the tip are K/√(2πr) times cos³(θ/2) and sin(θ/2)cos²(θ/2). If these tractions are taken as the loading of a short kink, which is a leading estimate, the energy release rate G obeys

G(θ)/G(0) = cos⁶(θ/2) + sin²(θ/2)cos⁴(θ/2) = cos⁴(θ/2).

Since cos²(θ/2) = (1 + cos θ)/2 = 0.908, the ratio is 0.825. The drive relative to the surface cost is 0.8249/0.8165 = 1.01. This excess is too small to trust in such an estimate. Continuum energetics does not clearly choose a plane, and the loading of individual bonds matters.

**A lattice that can be solved**

Let u be the atomic displacements, d the bond length, and r_j the vector from atom i to its neighbour j. The linearized Keating energy is

U = ½k_s Σ s² + ½k_b Σ q²,

where s is the extension of a bond along its own direction, and for each pair of bonds meeting at atom i

q = [r_j·(u_k − u_i) + r_k·(u_j − u_i)]/d.

The elastic constants fix both stiffnesses. Write h = a/4, so bond components are ±h and d = √3h. Under normal strains e₁, e₂, e₃ with sum t, every bond has s = ht/√3. Each pair of bonds shares the sign of one component, say n, and has q = (2h/√3)(2e_n − t). A primitive cell of volume 16h³ holds four bonds and twelve angles, four for each n. Because Σ(2e_n − t)² = 4Σe_n² − t², the energy density is

W = k_s t²/(24h) + k_b(4Σe_n² − t²)/(6h).

Comparison with W = ½(C11 − C12)Σe_n² + ½C12t² gives

C11 − C12 = 4k_b/(3h),
C12 = k_s/(12h) − k_b/(3h).

The rough values C11 = 166 GPa and C12 = 64 GPa yield k_b = 10.4 N/m and k_s = 145.8 N/m.

A shear strain g_s in the cubic xy plane also moves one sublattice by w along z. Inserting the bond vectors gives

W = [(2/3)k_s(hg_s + w)² + (8/3)k_b(hg_s − w)²]/(16h³).

Minimizing over w combines the two terms like springs in series, with stiffnesses in the ratio k_s : 4k_b. With W = ½C44g_s²,

C44 = 4k_s k_b/[3h(k_s + 4k_b)] = 79.4 GPa.

A bond snaps at stretch e_c, where ½k_s e_c² = E_b. Its stretching term and all bending terms that contain it then vanish. The stretch is 0.711 Å, or 30% of the 2.351 Å bond length. That is far outside the range where linear springs describe silicon well, so the snapping loads below belong to the model and not to silicon.

**The continuum load**

Far from the tip the lattice acts as an elastic continuum. For plane strain let c₁₁, c₂₂, c₁₂ and c₆₆ be the stiffnesses in crack axes. For propagation along [1-10],

c₁₁ = c₂₂ = (C11 + C12)/2 + C44,
c₁₂ = (C11 + C12)/2 − C44,
c₆₆ = (C11 − C12)/2.

For propagation along [001], c₁₁ = C11, c₂₂ = (C11 + C12)/2 + C44, c₁₂ = C12 and c₆₆ = C44. With D = c₁₁c₂₂ − c₁₂², the compliances are b₁₁ = c₂₂/D, b₂₂ = c₁₁/D, b₁₂ = −c₁₂/D and b₆₆ = 1/c₆₆.

Equilibrium is satisfied by functions φ_j of z_j = x + μ_j y with

σ_yy = 2Re Σφ_j′, σ_xy = −2Re Σμ_jφ_j′, σ_xx = 2Re Σμ_j²φ_j′.

Compatible strains require

b₁₁μ⁴ + (2b₁₂ + b₆₆)μ² + b₂₂ = 0.

Take the two roots with positive imaginary part and φ_j = c_j√z_j. Zero shear on the crack line needs Σμ_jc_j = 0, and the definition of K needs Σc_j = K/√(2π). Therefore

c₁ = −μ₂K/[√(2π)(μ₁ − μ₂)],
c₂ = μ₁K/[√(2π)(μ₁ − μ₂)].

Integrating the normal strain gives u_y = 2Re Σq_jφ_j, with q_j = b₁₂μ_j + b₂₂/μ_j. On the upper face √z_j = i√r. The b₁₂ terms cancel, leaving

u_y = K√(2r/π) Re[i b₂₂(μ₁ + μ₂)/(μ₁μ₂)].

The quartic gives μ₁μ₂ = −√(b₂₂/b₁₁) and μ₁ + μ₂ = iM, where

M² = 2√(b₂₂/b₁₁) + (2b₁₂ + b₆₆)/b₁₁.

The opening is thus δ = 2u_y = 2K√(2r/π)√(b₁₁b₂₂)M. Closing a short length ℓ of crack takes the work per area

G = (1/2ℓ)∫₀^ℓ [K/√(2πx)] δ(ℓ − x) dx.

Since ∫₀^ℓ √((ℓ − x)/x) dx = πℓ/2,

G = ½√(b₁₁b₂₂)M K² = K²/E′.

The result is E′ = 162.9 GPa along [1-10] and 180.6 GPa along [001]. Setting G = 2γ gives the Griffith load K_G = √(2γE′), which is 0.759 and 0.799 MPa√m. Equal surface energy thus leaves a 5% difference in Griffith load, from elasticity alone.

**Trapping as a ratio of loads**

Hold the outer boundary fixed in the displacements of a crack at load K. Let the next bond on the plane have stretch AK, and let the elastic energy fall by gK² when that bond is removed and the lattice relaxes. The bond snaps at K₊ = e_c/A. Its removal pays for itself once gK² = E_b. The ratio of the two loads is

T = (e_c/A)√(g/E_b) = √[2g/(k_sA²)],

where e_c² = 2E_b/k_s was used. The bond energy has dropped out.

T cannot be below 1. If the bond is removed while all atoms stay put, the body loses the energy stored in the removed terms, which is at least ½k_s(AK)². Relaxation can only lower the energy further. Hence g ≥ ½k_sA². Between the two loads the crack is trapped: advance would lower the total energy, but the intact bond has not reached its limit.

In a large body g is the area per bond divided by E′, so T becomes the function F of the opening equation. I computed A and g by solving the linear equilibrium equations for a cylinder of atoms around the tip, one lattice period thick along the front, with its rim fixed in the continuum field. At a radius of 50.1 Å the energy released is 0.950 of the continuum value along [1-10] and 0.940 along [001]. At 30.1 Å the fractions are 0.920 and 0.903. Extrapolation linear in inverse radius gives 0.996 and 0.994, so the deficit is mainly an effect of finite size.

For the larger cylinder,

[1-10]: T = 3.40, K₊ = 2.65 MPa√m;
[001]: T = 3.56, K₊ = 2.93 MPa√m.

The first load can be rebuilt from the parts: 3.40 × 0.759/√0.950 = 2.65 MPa√m. Enlarging the cylinder from 30.1 to 50.1 Å raised T by 0.05 and 0.07. Extrapolation linear in inverse radius gives T of about 3.47 and 3.66 for a large body, while K₊ changes by no more than about 0.01 MPa√m.

The [001] crack needs 11% more load to break its next on-plane bond. About half of this comes from elasticity and half from stronger trapping. Wider row spacing suggests the right sign. Averaging K/√(2πx) over the first step s gives a stress proportional to K/√s, and since the area per bond is equal, the load for a given bond force would grow as √s. This predicts a ratio of 2^(1/4) = 1.19, more than the lattice gives, so the estimate is only a guide. In this model trapping differs too little between the directions to explain deflection by itself.

**The competing bond at the tip**

The decisive contrast is in the strongest bond off the crack plane. Its stretch, relative to that of the next on-plane bond, is

0.75 for propagation along [1-10],
1.00 for propagation along [001].

The corresponding ratios of energy released on breaking are 0.61 and 0.99. The second is not fully converged: it rises by about 0.01 when the radius grows from 50.1 to 90 Å. Along [1-10] the off-plane bond would need 1/0.752 = 1.33 times the load of its rival. Along [001] the rivals are nearly level: the stretch ratio rises from 0.991 in the smaller cylinder to 1.002 in the larger. Extrapolation linear in inverse radius gives about 1.02, so in a large body the off-plane bond is slightly ahead.

Force balance shows what lies behind these ratios. In each case the two rivals share an atom, with one bond pointing up and the other down. The atom's other two bonds lie within its (110) layer and have no component along y. Both rivals make the same angle θ with the normal, so

k_s cos θ (s_on − s_off) = F_b,

where F_b is the net bending force along y that helps to hold the atom against the on-plane bond. Along [1-10], F_b carries a quarter of the on-plane bond's normal force. Along [001] it is nearly zero.

The surroundings of the shared atom differ too. In the [1-10] case it has one in-layer neighbour ahead and one behind, and the rear neighbour has already lost its bond across the crack. In the [001] case both in-layer neighbours lie ahead. The calculation gives the size of F_b but does not show which neighbour supplies it.

The off-plane rival along [001] is also well placed for a turn. With the tip origin midway between the last cut row and the next, the last cut row is at (x, y) = (−1.36, 0) Å and the rival at (1.36, 1.92) Å. The two bonds are parallel. The line joining them rises by arctan(1.92/2.715) = 35.3°, so breaking the rival is the first step along a {111} plane.

**Following the crack**

Now repeatedly remove the most stretched bond near the tip, keeping the rim displacements fixed in shape. Along [1-10] all five breaks fall on the original plane, in both cylinders. Along [001] the heights of successive breaks, in Å, are

1.9, 1.9, 0.0, −1.9, −3.8 for radius 50.1 Å;
0.0, 0.0, 0.0, −1.9, −1.9 for radius 30.1 Å.

The first break differs because the stretch ratio crosses 1 between these two sizes. The extrapolated ratio favours the order in which the off-plane bond breaks first. Both [001] cracks leave their plane by {111} steps, and the larger one ends with three such steps in succession. The model shows a loss of directional stability. It does not show lasting cleavage on one chosen {111} plane, and the fixed rim, centred on the original tip, may influence the later steps. These do change with size: at a radius of 90 Å the first break is again at 1.9 Å, but the next four are at 3.8, 3.8, 1.9 and 0.0 Å.

A second case tests how much this rests on the bending stiffness. Halving k_b in the smaller cylinder, with the elastic field recalculated, raises T to 4.09 along [1-10] and 4.27 along [001]. The stretch ratios become 0.77 and 0.995. The [1-10] crack still stays on its plane, and the [001] crack still leaves it at the fourth break. The contrast survives, although the trapping itself changes by more than 20%.

**Beside real silicon**

The elastic constants and bond energy are of the right size for silicon, but the snapping loads are not. The measured toughness is roughly 1 MPa√m, while the model needs 2.6 to 2.9 MPa√m. The mismatch is nearly a factor of three. Real bonds weaken gradually, which may let neighbouring rows share the opening and reduce trapping, but a model with linear bonds cannot test how much of the mismatch this explains. The values of T should therefore not be used as predictions for silicon.

Temperature acts in the same direction. At 300 K the thermal energy is 1.1% of the bond energy, but close to K₊ the remaining barrier is much smaller than a whole bond energy, so thermal motion can help the crack forward. Real fronts can also advance by kinks or break into facets, which a straight front excludes. In particular, {111} facets were never offered to the [1-10] crack. By bond count, facets that contain its running direction would save no surface energy, because their larger area, by a factor 1/cos θ = 1.22, cancels the factor 0.8165.

Within these limits the answer is a combination of circumstances. The [1-10] crack has no {111} plane along its straight front, and its on-plane bond is clearly the most loaded. The [001] crack has such planes, faces no clear energetic penalty for taking them in the rough estimate above, and loads the first {111} bond about as heavily as the next bond on (110). Trapping holds each crack until a bond reaches its limit, so in this model the next break is selected by a local contest that the surface energy of (110) does not describe.
